# The Acoustic Sum Rule for Born Effective Charges from the Berry Phase: test program

```python
"""Acoustic sum rule for Born effective charges, tested on a 2D model crystal.

Result under test: sum over ions of Z*[a,b] = (core charges - electrons) * delta_ab,
hence zero for a neutral insulating cell at zero macroscopic field.
Z*[a,b] = (area/e) dP_a/du_b, P = polarization, u = displacement of one sublattice.
Electrons: plane waves, Gaussian ion wells, self-consistent contact repulsion g*n(r).
Lengths in nm, energies in eV. Two electrons (spin) per filled band.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import hbar, m_e, e

cell = np.array([0.50, 0.54])
area = cell.prod()
recip = 2 * np.pi / cell
kin = hbar**2 / (2 * m_e * e) * 1e18          # hbar^2/(2m) in eV nm^2
names = ["cation", "anion A", "anion B"]
core = np.array([2.0, 1.0, 1.0])
depth = np.array([12.0, 34.0, 30.0])
width = 0.07
repulsion = 0.03                             # eV nm^2
home = np.array([[0.10, 0.10], [0.36, 0.16], [0.20, 0.38]])
n_bands, spin = 2, 2
n_el = n_bands * spin

waves = np.array([(i, j) for i in range(-5, 6) for j in range(-5, 6)
                  if i * i + j * j <= 26])
n_grid = 22                                  # holds all wave differences (-10..10)
freq = np.fft.fftfreq(n_grid, 1 / n_grid)
G = np.array(np.meshgrid(freq * recip[0], freq * recip[1], indexing="ij"))
diff = waves[:, None, :] - waves[None, :, :]


def matrix(v):
    return v[diff[..., 0], diff[..., 1]]


def ion_potential(pos):
    shape = 2 * np.pi * width**2 / area * np.exp(-width**2 * (G**2).sum(0) / 2)
    return sum(-d * shape * np.exp(-1j * (G[0] * r[0] + G[1] * r[1]))
               for d, r in zip(depth, pos))


def hamiltonian(k, vmat):
    q = (waves + k) * recip
    return vmat + np.diag(kin * (q**2).sum(1))


def mesh(n):
    ks = (np.arange(n) + 0.5) / n - 0.5
    return np.array([(a, b) for a in ks for b in ks])


def filled_states(k, vmat):
    c = eigh(hamiltonian(k, vmat), subset_by_index=[0, n_bands - 1])[1]
    box = np.zeros((n_bands, n_grid, n_grid), complex)
    box[:, waves[:, 0], waves[:, 1]] = c.T
    return box


# time reversal: k and -k give the same density, so half the mesh is enough
scf_points = np.array([k for k in mesh(4) if k[0] > 0])


def converge(pos, start):
    """Return total potential and mean-field part, both as Fourier coefficients."""
    v_ion, v_mf = ion_potential(pos), start.copy()
    for _ in range(80):
        vmat = matrix(v_ion + v_mf)
        dens = np.zeros((n_grid, n_grid))
        for k in scf_points:
            u = np.fft.ifft2(filled_states(k, vmat)) * n_grid**2
            dens += (abs(u)**2).sum(0)
        dens *= spin / area / len(scf_points)
        new = repulsion * np.fft.fft2(dens) / n_grid**2
        err = abs(new - v_mf).max()
        v_mf = v_mf + 0.8 * (new - v_mf)
        if err < 1e-8:
            return v_ion + v_mf, v_mf
    raise RuntimeError("mean field did not converge")


def string_products(v, n_par=16):
    """Products of overlap determinants along closed k strings, per direction."""
    vmat, out = matrix(v), np.zeros((2, 2), complex)
    for axis in range(2):
        for s, perp in enumerate((0.125, 0.375)):   # -perp equal by time reversal
            states = []
            for j in range(n_par):
                k = np.zeros(2)
                k[axis], k[1 - axis] = j / n_par - 0.5, perp
                states.append(filled_states(k, vmat))
            states.append(np.roll(states[0], -1, axis=axis + 1))
            prod = 1.0
            for a, b in zip(states[:-1], states[1:]):
                prod = prod * np.linalg.det(a.reshape(n_bands, -1).conj()
                                            @ b.reshape(n_bands, -1).T)
            out[axis, s] = prod
    return out


def electron_shift(new, old):
    """Summed displacement (nm) of all electrons of a cell between two states."""
    return -spin * cell / (2 * np.pi) * np.angle(new * old.conj()).mean(1)


# Reference crystal
v_ref, mf_ref = converge(home, np.zeros((n_grid, n_grid), complex))
prod_ref = string_products(v_ref)
vmat_ref = matrix(v_ref)
levels = np.array([np.linalg.eigvalsh(hamiltonian(k, vmat_ref)) for k in mesh(8)])
gap = levels[:, n_bands].min() - levels[:, n_bands - 1].max()
assert gap > 1.0

# Born tensors: each ion moved separately, mean field reconverged each time
step = 0.0005
born = np.zeros((3, 2, 2))
dv_ions = []
for ion in range(3):
    for b in range(2):
        move = np.zeros((3, 2))
        move[ion, b] = step
        v_p, mf_p = converge(home + move, mf_ref)
        v_m, mf_m = converge(home - move, 2 * mf_ref - mf_p)
        shift = electron_shift(string_products(v_p), string_products(v_m))
        born[ion, :, b] = core[ion] * np.eye(2)[b] - shift / (2 * step)
        dv_ions.append((v_p - v_m) / (2 * step))
born_sum = born.sum(0)
assert abs(born_sum).max() < 1e-3            # finite-difference error only


def response(perturbations, n, filled=n_bands):
    """Electronic charge tensor [a, perturbation] by sum over states, n x n mesh."""
    mats = [matrix(p) for p in perturbations]
    out = np.zeros((2, len(mats)))
    for k in mesh(n):
        en, c = np.linalg.eigh(hamiltonian(k, vmat_ref))
        occ, emp = c[:, :filled], c[:, filled:]
        weight = 1 / (en[:filled, None] - en[None, filled:])**2
        for a in range(2):
            slope = 2 * kin * (waves[:, a] + k[a]) * recip[a]
            vel = emp.conj().T @ (slope[:, None] * occ)
            for p, mat in enumerate(mats):
                vnm = occ.conj().T @ mat @ emp
                out[a, p] += 2 * spin * (vnm * vel.T * weight).imag.sum()
    return out / n**2


# Separate tensors against linear response (string mesh error is second order)
lr = response(dv_ions, 8)
born_lr = np.array([core[i] * np.eye(2) + lr[:, 2 * i:2 * i + 2] for i in range(3)])
lr_diff = abs(born_lr - born).max()
assert lr_diff < 0.02

# Finite rigid translation, converged from scratch
d = np.array([0.03, 0.02])
v_t, _ = converge(home + d, np.zeros((n_grid, n_grid), complex))
shift_t = electron_shift(string_products(v_t), prod_ref)
dipole_t = core.sum() * d - shift_t
assert abs(dipole_t).max() < 1e-6

# Cation moved by +s, or both anions by -s: the same polarization change
s = np.array([0.005, 0.0])
v_c, _ = converge(home + np.array([s, 0 * s, 0 * s]), mf_ref)
v_a, _ = converge(home - np.array([0 * s, s, s]), mf_ref)
dip_c = core[0] * s - electron_shift(string_products(v_c), prod_ref)
dip_a = -(core[1] + core[2]) * s - electron_shift(string_products(v_a), prod_ref)
assert abs(dip_c - dip_a).max() < 1e-6
assert abs(dip_c).max() > 1e-4
to_pcm = e / area * 1e9 * 1e12               # e*nm per cell -> pC/m

# Linear response to rigid translation; remainder against band curvature
rigid = [-1j * G[b] * v_ref for b in range(2)]


def curvature(n, h=0.02):
    """Spin * mean over mesh of (m/hbar^2) d2(E_filled)/dk_a^2, finite differences."""
    out = np.zeros(2)
    for k in mesh(n):
        for a in range(2):
            dk = np.eye(2)[a] * h / recip[a]
            e3 = [np.linalg.eigvalsh(hamiltonian(k + t * dk, vmat_ref))[:n_bands].sum()
                  for t in (-1, 0, 1)]
            out[a] += spin * (e3[0] - 2 * e3[1] + e3[2]) / h**2 / (2 * kin)
    return out / n**2


remainders = {}
for n in (1, 2, 4, 8):
    remainders[n] = core.sum() * np.eye(2) + response(rigid, n)
curv = {n: curvature(n) for n in (1, 2)}
for n in curv:
    assert abs(np.diag(remainders[n]) - curv[n]).max() < 1e-3
assert abs(remainders[1]).max() > 10 * abs(remainders[8]).max()
assert abs(remainders[8]).max() < 2e-3

# Mean field left behind while the ions move: the rule must fail
v_ion = ion_potential(home)
frozen = core.sum() * np.eye(2) + response([-1j * G[b] * v_ion for b in range(2)], 8)
assert abs(np.diag(frozen)).min() > 0.1

# Charged cell: only the lowest band filled, same potential moved rigidly
direct_gap = (levels[:, 1] - levels[:, 0]).min()
charged = core.sum() * np.eye(2) + response(rigid, 8, filled=1)
assert abs(charged - (core.sum() - spin) * np.eye(2)).max() < 0.02


def show(label, t):
    print(f"{label}: xx {t[0, 0]:.4f}, xy {t[0, 1]:.4f}, "
          f"yx {t[1, 0]:.4f}, yy {t[1, 1]:.4f}")


print(f"cell edges: {cell[0]:.2f} and {cell[1]:.2f} nm; area {area:.4f} nm^2")
for i in range(3):
    print(f"{names[i]}: core charge {core[i]:.0f} e, well depth {depth[i]:.0f} eV, "
          f"position ({home[i, 0]:.2f}, {home[i, 1]:.2f}) nm")
print(f"well width: {width:.2f} nm; contact repulsion: {repulsion:.2f} eV nm^2")
print(f"electrons per cell: {n_el}; plane waves: {len(waves)}")
print(f"band gap on 8x8 mesh: {gap:.3f} eV")
print(f"displacement step for derivatives: {step:.4f} nm")
print("Born tensors in units of e (first index P, second index displacement)")
for i in range(3):
    show(f"  {names[i]}, Berry phase", born[i])
for i in range(3):
    show(f"  {names[i]}, linear response", born_lr[i])
print(f"largest difference of the two routes: {lr_diff:.1e} e")
print(f"largest element of the Berry-phase sum: {abs(born_sum).max():.1e} e")
print(f"rigid translation: ({d[0]:.3f}, {d[1]:.3f}) nm")
print(f"  summed electron shift: ({shift_t[0]:.6f}, {shift_t[1]:.6f}) nm")
print(f"  largest total dipole change: {abs(dipole_t).max():.1e} e nm")
print(f"sublattice displacement along x: {s[0]:.3f} nm")
print(f"  cation +s: dP = ({dip_c[0] * to_pcm:.4f}, {dip_c[1] * to_pcm:.4f}) pC/m")
print(f"  anions -s: dP = ({dip_a[0] * to_pcm:.4f}, {dip_a[1] * to_pcm:.4f}) pC/m")
lin = born[0] @ s * to_pcm
print(f"  linear estimate from cation tensor: ({lin[0]:.4f}, {lin[1]:.4f}) pC/m")
print("sum of charges by linear response to rigid translation, units of e")
for n in remainders:
    r = remainders[n]
    print(f"  mesh {n}x{n}: xx {r[0, 0]:.6f}, yy {r[1, 1]:.6f}, xy {r[0, 1]:.6f}")
for n in curv:
    print(f"  band-curvature term, mesh {n}x{n}: xx {curv[n][0]:.6f}, yy {curv[n][1]:.6f}")
show("sum with frozen mean field (e)", frozen)
print(f"smallest direct gap between bands 1 and 2: {direct_gap:.3f} eV")
show("sum with one filled band, net cell charge +2 e (e)", charged)
print("success")
```

Printed output:

```
cell edges: 0.50 and 0.54 nm; area 0.2700 nm^2
cation: core charge 2 e, well depth 12 eV, position (0.10, 0.10) nm
anion A: core charge 1 e, well depth 34 eV, position (0.36, 0.16) nm
anion B: core charge 1 e, well depth 30 eV, position (0.20, 0.38) nm
well width: 0.07 nm; contact repulsion: 0.03 eV nm^2
electrons per cell: 4; plane waves: 89
band gap on 8x8 mesh: 5.991 eV
displacement step for derivatives: 0.0005 nm
Born tensors in units of e (first index P, second index displacement)
  cation, Berry phase: xx 2.2539, xy -0.0449, yx -0.0582, yy 2.1567
  anion A, Berry phase: xx -1.2129, xy -0.0486, yx -0.0190, yy -0.8888
  anion B, Berry phase: xx -1.0410, xy 0.0935, yx 0.0772, yy -1.2679
  cation, linear response: xx 2.2541, xy -0.0449, yx -0.0583, yy 2.1569
  anion A, linear response: xx -1.2128, xy -0.0487, yx -0.0190, yy -0.8884
  anion B, linear response: xx -1.0409, xy 0.0936, yx 0.0772, yy -1.2679
largest difference of the two routes: 4.0e-04 e
largest element of the Berry-phase sum: 9.4e-07 e
rigid translation: (0.030, 0.020) nm
  summed electron shift: (0.120000, 0.080000) nm
  largest total dipole change: 9.7e-17 e nm
sublattice displacement along x: 0.005 nm
  cation +s: dP = (6.6769, -0.1569) pC/m
  anions -s: dP = (6.6769, -0.1569) pC/m
  linear estimate from cation tensor: (6.6874, -0.1727) pC/m
sum of charges by linear response to rigid translation, units of e
  mesh 1x1: xx 0.017400, yy -0.364371, xy 0.068151
  mesh 2x2: xx -0.008188, yy -0.004951, xy 0.001388
  mesh 4x4: xx 0.000290, yy 0.000499, xy -0.000008
  mesh 8x8: xx 0.000298, yy 0.000510, xy -0.000008
  band-curvature term, mesh 1x1: xx 0.017399, yy -0.364367
  band-curvature term, mesh 2x2: xx -0.008188, yy -0.004951
sum with frozen mean field (e): xx -0.5251, xy 0.0171, yx 0.0185, yy -0.5299
smallest direct gap between bands 1 and 2: 2.630 eV
sum with one filled band, net cell charge +2 e (e): xx 2.0002, xy -0.0000, yx -0.0000, yy 2.0003
success
```
